# First-order term energies of 1s2p and 2p² in two-electron ions: verification in Python

```python
"""
Result under test (two electrons, nuclear charge Z, hartree atomic units):
  1s2p : E = -5 Z^2/8 + Z (J +- K),  J = 59/243, K = 112/6561 (+ singlet, - triplet)
  2p^2 : E = -Z^2/4 + Z e,  e(3P) = F0 - F2/5, e(1D) = F0 + F2/25,
         e(1S) = F0 + 2 F2/5,  F0 = 93/512, F2 = 45/512,
         so (1S-1D):(1D-3P) = 3:2 inside the single configuration 2p^2.
The degenerate configuration 2s^2 mixes with 2p^2 in 1S and breaks the 3:2 ratio.
F0, F2, G1 are Slater radial integrals at Z = 1; J is direct, K is exchange.
"""
import numpy as np
import sympy as sp
from scipy.linalg import eigh
from scipy.constants import physical_constants
from pyscf import gto

# ---------- exact radial integrals from their definition ----------
r = sp.symbols("r", positive=True)
R1s = 2 * sp.exp(-r)
R2s = (1 - r / 2) * sp.exp(-r / 2) / sp.sqrt(2)
R2p = r * sp.exp(-r / 2) / (2 * sp.sqrt(6))


def slater(k, first, second):
    """Double radial integral of r<^k / r>^(k+1) with two radial products."""
    inside = sp.integrate(sp.expand(r**(k + 2) * second), r)
    outside = sp.integrate(sp.expand(r**(1 - k) * second), r)
    potential = (inside - inside.subs(r, 0)) / r**(k + 1) - r**k * outside
    integrand = sp.expand(r**2 * first * potential)
    return sp.nsimplify(sp.simplify(sp.integrate(integrand, (r, 0, sp.oo))))


J = slater(0, R1s**2, R2p**2)
G1_1s2p = slater(1, R1s * R2p, R1s * R2p)
K = G1_1s2p / 3
F0 = slater(0, R2p**2, R2p**2)
F2 = slater(2, R2p**2, R2p**2)
F0_2s = slater(0, R2s**2, R2s**2)
G1_2s2p = slater(1, R2s * R2p, R2s * R2p)
assert J == sp.Rational(59, 243)
assert K == sp.Rational(112, 6561)
assert F0 == sp.Rational(93, 512)
assert F2 == sp.Rational(45, 512)
assert F0_2s == sp.Rational(77, 512)
assert G1_2s2p == sp.Rational(45, 512)

# ---------- Coulomb integrals in momentum space, no multipole expansion ----------
rate = sp.symbols("rate", positive=True)
q = sp.symbols("qx qy qz", real=True)
exp_transform = 8 * sp.pi * rate / (rate**2 + sum(c**2 for c in q))**2

t, wt = np.polynomial.legendre.leggauss(100)
t, wt = (t + 1) / 2, wt / 2
q_len, q_wt = t / (1 - t), wt / (1 - t)**2
cos_t, cos_wt = np.polynomial.legendre.leggauss(8)
phi = 2 * np.pi * np.arange(12) / 12
QL, CT, PH = np.meshgrid(q_len, cos_t, phi, indexing="ij")
ST = np.sqrt(1 - CT**2)
grid = (QL * ST * np.cos(PH), QL * ST * np.sin(PH), QL * CT)
weight = q_wt[:, None, None] * cos_wt[None, :, None] * (2 * np.pi / 12)


def density(radial_coefficients, axes, decay, norm):
    """Transform of norm * (sum c_k r^k) * (product of coordinates) * exp(-decay r)."""
    f = exp_transform * 0
    for k, c in enumerate(radial_coefficients):
        term = exp_transform
        for _ in range(k):
            term = -sp.diff(term, rate)
        f += c * term
    for axis in axes:
        f = sp.I * sp.diff(f, q[axis])
    f = f.subs(rate, decay) * norm
    return sp.lambdify(q, f, "numpy")(*grid)


def coulomb(rho_a, rho_b):
    return float(np.sum(weight * np.real(np.conj(rho_a) * rho_b)) / (2 * np.pi**2))


half = sp.Rational(1, 2)
rho_1s1s = density([1], [], 2, 1 / sp.pi)
rho_1s2pz = density([1], [2], 3 * half, 1 / (4 * sp.sqrt(2) * sp.pi))
# orbital labels in the n = 2 shell: 0 = 2s, 1, 2, 3 = 2px, 2py, 2pz
rho = {(0, 0): density([1, -1, half**2], [], 1, 1 / (8 * sp.pi))}
for i in range(1, 4):
    rho[0, i] = rho[i, 0] = density([1, -half], [i - 1], 1, 1 / (16 * sp.pi))
    for j in range(i, 4):
        rho[i, j] = rho[j, i] = density([1], [i - 1, j - 1], 1, 1 / (32 * sp.pi))

J_q = coulomb(rho_1s1s, rho[3, 3])
K_q = coulomb(rho_1s2pz, rho_1s2pz)
assert abs(J_q - float(J)) < 1e-9
assert abs(K_q - float(K)) < 1e-9
zzzz = coulomb(rho[3, 3], rho[3, 3])
xxzz = coulomb(rho[1, 1], rho[3, 3])
xzxz = coulomb(rho[1, 3], rho[1, 3])
assert abs(zzzz - float(F0 + 4 * F2 / 25)) < 1e-9
assert abs(xxzz - float(F0 - 2 * F2 / 25)) < 1e-9
assert abs(xzxz - float(3 * F2 / 25)) < 1e-9

# ---------- diagonalize 1/r12 in the even part of the n = 2 shell ----------
pairs = [(0, 0)] + [(i, j) for i in range(1, 4) for j in range(1, 4)]
V = np.array([[coulomb(rho[a, c], rho[b, d]) for c, d in pairs] for a, b in pairs])
swap = np.array([[float((b, a) == cd) for cd in pairs] for a, b in pairs])
e_3P, e_1D, e_1S = [float(x) for x in (F0 - F2 / 5, F0 + F2 / 25, F0 + 2 * F2 / 5)]

pure, pure_vec = np.linalg.eigh(V[1:, 1:])
assert np.allclose(pure, [e_3P] * 3 + [e_1D] * 5 + [e_1S], atol=1e-9)
parity = np.diag(pure_vec.T @ swap[1:, 1:] @ pure_vec)
assert np.allclose(parity, [-1] * 3 + [1] * 6, atol=1e-8)
pure_ratio = (pure[8] - pure[3]) / (pure[3] - pure[0])
assert abs(pure_ratio - 1.5) < 1e-7

mixed, mixed_vec = np.linalg.eigh(V)
coupling = V[0, 1:] @ np.array([1, 0, 0, 0, 1, 0, 0, 0, 1]) / np.sqrt(3)
assert abs(coupling - float(G1_2s2p) / np.sqrt(3)) < 1e-9
low_1S, high_1S = (94 - np.sqrt(964)) / 512, (94 + np.sqrt(964)) / 512
assert np.allclose(mixed, [low_1S] + [e_3P] * 3 + [e_1D] * 5 + [high_1S], atol=1e-9)
weight_2p2 = 1 - mixed_vec[0, 9]**2
mixed_ratio = (mixed[9] - mixed[4]) / (mixed[4] - mixed[1])
assert mixed_ratio > 2.5

# ---------- variational 1s2p energies in an s-times-p Gaussian basis ----------
# Scaled Hamiltonian h1 + h2 + lam / r12 with lam = 1/Z; energies in units of Z^2.
n_s, n_p = 18, 13
shells = [[0, [0.03 * 2.1**k, 1.0]] for k in range(n_s)]
shells += [[1, [0.01 * 2.1**k, 1.0]] for k in range(n_p)]
mol = gto.M(atom="H 0 0 0", basis={"H": shells}, spin=1, verbose=0)
s_idx = np.arange(n_s)
p_idx = n_s + 2 + 3 * np.arange(n_p)
h_core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
overlap = mol.intor("int1e_ovlp")
eri = mol.intor("int2e", aosym="s1")
e_s, c_s = eigh(h_core[np.ix_(s_idx, s_idx)], overlap[np.ix_(s_idx, s_idx)])
e_p, c_p = eigh(h_core[np.ix_(p_idx, p_idx)], overlap[np.ix_(p_idx, p_idx)])
size = n_s * n_p
direct = np.einsum("ijkl,ia,jb,kc,ld->acbd", eri[np.ix_(s_idx, s_idx, p_idx, p_idx)],
                   c_s, c_s, c_p, c_p, optimize=True).reshape(size, size)
exchange = np.einsum("ijkl,ia,jd,kc,lb->acbd", eri[np.ix_(s_idx, p_idx, p_idx, s_idx)],
                     c_s, c_p, c_p, c_s, optimize=True).reshape(size, size)
zeroth = np.diag((e_s[:, None] + e_p[None, :]).ravel())


def scaled_energy(lam, sign):
    return np.linalg.eigvalsh(zeroth + lam * (direct + sign * exchange))[0]


assert abs(scaled_energy(0.0, 1) + 0.625) < 2e-5
slopes = {}
for sign in (1, -1):
    step = 1e-3
    slopes[sign] = (scaled_energy(step, sign) - scaled_energy(-step, sign)) / (2 * step)
    first = float(J + sign * K)
    assert abs(slopes[sign] - first) < 5e-5   # finite Gaussian basis
    rest = [scaled_energy(x, sign) - scaled_energy(0.0, sign) - x * first
            for x in (0.04, 0.02)]
    assert abs(rest[0] / rest[1] - 4) < 0.3   # remainder is quadratic in 1/Z

# ---------- worked example ----------
Z = 10
eV = physical_constants["Hartree energy in eV"][0]
E_1P = -5 * Z**2 / 8 + Z * float(J + K)
E_3P = -5 * Z**2 / 8 + Z * float(J - K)
var_1P = Z**2 * scaled_energy(1 / Z, 1)
var_3P = Z**2 * scaled_energy(1 / Z, -1)
assert var_1P < E_1P and var_3P < E_3P


def show(label, value, unit="hartree", digits=6):
    print(f"{label}: {value:.{digits}f} {unit}")


print("Exact integrals at Z = 1, in hartree")
for name, value in (("J(1s,2p)", J), ("G1(1s,2p)", G1_1s2p), ("K(1s,2p)", K),
                    ("F0(2p,2p)", F0), ("F2(2p,2p)", F2),
                    ("F0(2s,2s)", F0_2s), ("G1(2s,2p)", G1_2s2p)):
    print(f"{name} = {value} = {float(value):.8f}")
print("Momentum-space integrals at Z = 1")
show("J(1s,2p)", J_q, digits=8)
show("K(1s,2p)", K_q, digits=8)
show("(zz|zz)", zzzz, digits=8)
show("(xx|zz)", xxzz, digits=8)
show("(xz|xz)", xzxz, digits=8)
print("Slope of variational 1s2p energy in 1/Z, scaled units")
show("singlet slope", slopes[1], "(dimensionless)")
show("triplet slope", slopes[-1], "(dimensionless)")
print(f"Worked example: Z = {Z} (dimensionless)")
show("1s2p zeroth order", -5 * Z**2 / 8, digits=4)
show("1s2p 1P first order", E_1P, digits=4)
show("1s2p 3P first order", E_3P, digits=4)
show("1s2p splitting first order", E_1P - E_3P, digits=4)
show("1s2p splitting first order", (E_1P - E_3P) * eV, "eV", 3)
show("1s2p 1P variational s-p basis", var_1P, digits=4)
show("1s2p 3P variational s-p basis", var_3P, digits=4)
show("1s2p splitting variational", var_1P - var_3P, digits=4)
show("2p2 zeroth order", -Z**2 / 4, digits=4)
show("2p2 3P first order", -Z**2 / 4 + Z * pure[0], digits=4)
show("2p2 1D first order", -Z**2 / 4 + Z * pure[3], digits=4)
show("2p2 1S single configuration", -Z**2 / 4 + Z * pure[8], digits=4)
show("interval 1D-3P", Z * (pure[3] - pure[0]), digits=4)
show("interval 1D-3P", Z * (pure[3] - pure[0]) * eV, "eV", 3)
show("interval 1S-1D single configuration", Z * (pure[8] - pure[3]), digits=4)
show("interval 1S-1D single configuration", Z * (pure[8] - pure[3]) * eV, "eV", 3)
show("interval ratio single configuration", pure_ratio, "(dimensionless)", 4)
show("2s2-2p2 coupling in 1S", Z * coupling, digits=4)
show("lower mixed 1S", -Z**2 / 4 + Z * mixed[0], digits=4)
show("upper mixed 1S", -Z**2 / 4 + Z * mixed[9], digits=4)
show("2p2 weight in upper 1S", weight_2p2, "(dimensionless)", 4)
show("interval upper 1S-1D with mixing", Z * (mixed[9] - mixed[4]), digits=4)
show("interval upper 1S-1D with mixing", Z * (mixed[9] - mixed[4]) * eV, "eV", 3)
show("interval ratio with mixing", mixed_ratio, "(dimensionless)", 4)
print("no test failed")
```

Output:

```
Exact integrals at Z = 1, in hartree
J(1s,2p) = 59/243 = 0.24279835
G1(1s,2p) = 112/2187 = 0.05121171
K(1s,2p) = 112/6561 = 0.01707057
F0(2p,2p) = 93/512 = 0.18164062
F2(2p,2p) = 45/512 = 0.08789062
F0(2s,2s) = 77/512 = 0.15039062
G1(2s,2p) = 45/512 = 0.08789062
Momentum-space integrals at Z = 1
J(1s,2p): 0.24279835 hartree
K(1s,2p): 0.01707057 hartree
(zz|zz): 0.19570312 hartree
(xx|zz): 0.17460937 hartree
(xz|xz): 0.01054687 hartree
Slope of variational 1s2p energy in 1/Z, scaled units
singlet slope: 0.259869 (dimensionless)
triplet slope: 0.225728 (dimensionless)
Worked example: Z = 10 (dimensionless)
1s2p zeroth order: -62.5000 hartree
1s2p 1P first order: -59.9013 hartree
1s2p 3P first order: -60.2427 hartree
1s2p splitting first order: 0.3414 hartree
1s2p splitting first order: 9.290 eV
1s2p 1P variational s-p basis: -60.0481 hartree
1s2p 3P variational s-p basis: -60.3153 hartree
1s2p splitting variational: 0.2672 hartree
2p2 zeroth order: -25.0000 hartree
2p2 3P first order: -23.3594 hartree
2p2 1D first order: -23.1484 hartree
2p2 1S single configuration: -22.8320 hartree
interval 1D-3P: 0.2109 hartree
interval 1D-3P: 5.740 eV
interval 1S-1D single configuration: 0.3164 hartree
interval 1S-1D single configuration: 8.610 eV
interval ratio single configuration: 1.5000 (dimensionless)
2s2-2p2 coupling in 1S: 0.5074 hartree
lower mixed 1S: -23.7705 hartree
upper mixed 1S: -22.5576 hartree
2p2 weight in upper 1S: 0.7738 (dimensionless)
interval upper 1S-1D with mixing: 0.5908 hartree
interval upper 1S-1D with mixing: 16.076 eV
interval ratio with mixing: 2.8008 (dimensionless)
no test failed
```
